# Splitting of silicon's valence triplet by a frozen optical displacement

## The question

A silicon crystal has atom 1 of each primitive cell at a lattice point and atom 2 at $\boldsymbol\tau=(a/4)(1,1,1)$ from it. In every cell atom 1 is moved by $-\mathbf u/2$ and atom 2 by $+\mathbf u/2$, and the nuclei are then held fixed. The lattice vectors do not change. This is the displacement pattern of the optical phonon of zero wavevector, stopped at one instant.

Spin-orbit coupling is left out until part (f). The electrons are described by a mean-field Hamiltonian $H[\mathbf u]$ that includes their self-consistent response to the displacement. At $\mathbf u=0$ the highest valence level at $\Gamma$ is a triplet with real orthonormal states $X,Y,Z$. Under the 24 operations of the tetrahedral group about an atom these states transform like the coordinates $x,y,z$. Under inversion about a bond centre all three are even.

Energies are in eV and displacements in Å.

## (a) The first-order Hamiltonian

**Find the most general first-order Hamiltonian of the triplet that symmetry allows.**

*Model answer.* The displacement is the same in every cell, so it keeps the lattice periodicity and couples states at $\Gamma$ to other states at $\Gamma$. Degenerate perturbation theory requires the diagonalization of the perturbation within the triplet:

$$h_{ij}(\mathbf u)=\sum_k T_{ijk}u_k,\qquad T_{ijk}=\langle i|\,\partial H/\partial u_k\,|j\rangle_{\mathbf u=0}.$$

This is valid when the resulting shifts are small compared with the distance to the other levels at $\Gamma$. Energies are counted from the undisplaced triplet.

Let $R$ be the matrix of a tetrahedral operation about an atom and $P_R$ its action on wavefunctions. The operation maps each sublattice onto itself. It carries a site with displacement $\mathbf d$ to a site of the same sublattice with displacement $R\mathbf d$, so

$$P_RH[\mathbf u]P_R^{-1}=H[R\mathbf u].$$

The states obey $P_R|j\rangle=\sum_iR_{ij}|i\rangle$. Since $R^{-1}=R^{T}$, it follows that $P_R^{-1}|i\rangle=\sum_lR_{il}|l\rangle$. Therefore

$$h_{ij}(R\mathbf u)=\langle P_R^{-1}i|H[\mathbf u]|P_R^{-1}j\rangle=\sum_{lm}R_{il}R_{jm}h_{lm}(\mathbf u),$$

or $h(R\mathbf u)=R\,h(\mathbf u)R^{T}$. Inserting the linear form and writing $\mathbf u=R^{T}\mathbf w$ with arbitrary $\mathbf w$ gives

$$T_{ijk}=\sum_{lmn}R_{il}R_{jm}R_{kn}T_{lmn}.$$

Let $n_x,n_y,n_z$ count how often each axis occurs among the indices $i,j,k$.

- The twofold rotation about $z$, $R=\mathrm{diag}(-1,-1,1)$, multiplies $T_{ijk}$ by $(-1)^{n_x+n_y}$. A nonzero coefficient needs $n_x$ and $n_y$ of equal parity.
- The twofold rotation about $x$ likewise requires $n_y$ and $n_z$ to have equal parity.

Because $n_x+n_y+n_z=3$ is odd, all three counts must be odd, so each is 1. The surviving coefficients have three different indices. The threefold rotation $x\to y\to z\to x$ gives $T_{xyz}=T_{yzx}=T_{zxy}$, and the mirror $x\leftrightarrow y$ gives $T_{xyz}=T_{yxz}$. All six survivors therefore equal one constant $D$, which is real because the states and the Hamiltonian are real:

$$h(\mathbf u)=D\begin{pmatrix}0&u_z&u_y\\u_z&0&u_x\\u_y&u_x&0\end{pmatrix}.$$

Inversion about a bond centre must still be examined. It exchanges the sublattices and reverses every displacement vector. Atom 2, at $(\boldsymbol\tau+\mathbf u)/2$ from the bond centre, goes to $-(\boldsymbol\tau+\mathbf u)/2$, which is where atom 1 stands. The displaced crystal is mapped onto itself, so $\partial H/\partial u_k$ is even. It can connect the even states $X,Y,Z$, and $D$ is allowed. Symmetry does not determine its size or sign.

## (b) Levels for an arbitrary direction

**Derive the equation for the first-order shifts $\lambda$. For which directions are the three levels equally spaced, and for which are two of them degenerate?**

*Model answer.* Expanding $\det(\lambda-h)$ along its first row gives

$$\lambda(\lambda^2-D^2u_x^2)+Du_z(-Du_z\lambda-D^2u_xu_y)-Du_y(D^2u_xu_z+Du_y\lambda)=0.$$

Collecting powers of $\lambda$, with $u^2=u_x^2+u_y^2+u_z^2$,

$$\lambda^3-D^2u^2\lambda-2D^3u_xu_yu_z=0.$$

There is no $\lambda^2$ term, so the three shifts sum to zero.

Equal spacing means that the middle level is the mean of the outer two. With zero sum, the middle shift must then be zero. Putting $\lambda=0$ in the equation gives $u_xu_yu_z=0$. Conversely, if this product vanishes, the roots are $0$ and $\pm Du$. Equal spacing at first order therefore occurs when at least one cubic component of $\mathbf u$ vanishes. This includes [001] and also [110].

For a cubic $\lambda^3-p\lambda-q=0$ two roots coincide when $4p^3=27q^2$. Here that condition reads

$$u^6=27\,u_x^2u_y^2u_z^2 .$$

The arithmetic mean of $u_x^2,u_y^2,u_z^2$ is $u^2/3$, and it is at least their geometric mean, so $u^6\ge27u_x^2u_y^2u_z^2$. Equality requires $|u_x|=|u_y|=|u_z|$. At first order a nonzero displacement leaves a degenerate pair only along a cube diagonal.

## (c) The two symmetric directions

**Find the levels and states for $\mathbf u$ along [001] and along [111]. What happens when $\mathbf u$ is reversed?**

*Model answer.* For $\mathbf u=u(0,0,1)$ the matrix couples $X$ and $Y$ with strength $Du$ and leaves $Z$ alone:

$$hX=Du\,Y,\qquad hY=Du\,X,\qquad hZ=0.$$

Adding and subtracting the first two relations gives $h(X\pm Y)=\pm Du(X\pm Y)$. The result is

| State | Shift |
|---|---|
| $(X+Y)/\sqrt2$ | $+Du$ |
| $Z$ | $0$ |
| $(X-Y)/\sqrt2$ | $-Du$ |

These are three equally spaced levels. Reversing $u$ exchanges the two outer states but leaves the set of energies unchanged.

For $\mathbf u=(u/\sqrt3)(1,1,1)$ every off-diagonal element is $Du/\sqrt3$. If $J$ is the $3\times3$ matrix with every element equal to 1,

$$h=\frac{Du}{\sqrt3}(J-1).$$

Acting on $(1,1,1)$, $J$ gives three times that vector. Acting on a vector whose components sum to zero, it gives zero. Hence

$$\lambda_{\rm singlet}=\frac{2Du}{\sqrt3},\qquad \lambda_{\rm doublet}=-\frac{Du}{\sqrt3},\qquad \lambda_{\rm singlet}-\lambda_{\rm doublet}=\sqrt3\,Du.$$

The singlet is $(X+Y+Z)/\sqrt3$, which points along the displacement. The doublet is spanned by the two combinations perpendicular to it. Reversing $u$ changes both signs, so the singlet passes from one side of the doublet to the other. The sign of $D$ can therefore be read from the order of the levels along [111], but not from the energies along [001].

## (d) Beyond first order

**Which of these two patterns survives at higher order in $u$?**

*Model answer.* Take displacements for which the three levels remain separate from all others. They then define an effective $3\times3$ matrix $h(\mathbf u)$, now containing all powers of $u$, which still obeys $h(R\mathbf u)=Rh(\mathbf u)R^T$.

For [111] every permutation of the axes leaves $\mathbf u$ unchanged, and all six permutations belong to the tetrahedral group. The matrix must be unchanged by them, so its diagonal elements share one value $p$ and its off-diagonal elements share one value $q$. Its eigenvalues are $p+2q$, $p-q$ and $p-q$. The doublet is protected at every order.

For [001] the twofold rotation about $z$ separates $Z$ from $X$ and $Y$, and the mirror $x\leftrightarrow y$ separates $X+Y$ from $X-Y$. The states of part (c) thus remain the eigenstates. Call their energies $E_+$, $E_0$ and $E_-$, in the order of the table. The operation $(x,y,z)\to(y,-x,-z)$ reverses $\mathbf u$ and carries $X+Y$ into $X-Y$, so

$$E_+(u)=E_-(-u),\qquad E_0(u)=E_0(-u).$$

The expansions must therefore have the form

$$E_\pm=\pm Du+\beta u^2+O(u^3),\qquad E_0=\alpha u^2+O(u^4).$$

No symmetry makes $\alpha$ equal to $\beta$. The upper spacing minus the lower one, for $Du>0$, is

$$\delta=E_++E_--2E_0=2(\beta-\alpha)u^2+O(u^4).$$

Equal spacing is thus a first-order property. The total spread $E_+-E_-=2Du+O(u^3)$ has no quadratic correction, so $D$ is best taken from it.

## (e) Numbers for silicon

The levels were computed in the local density approximation, with a Goedecker-Teter-Hutter pseudopotential and plane waves up to 190.5 eV. The Brillouin zone was sampled by a 16-point mesh with full cubic symmetry. The lattice constant was set to the rough value 5.43 Å, and each displaced crystal was solved self-consistently. All energies were counted from the same cell-averaged electrostatic potential. For $u=0.03$ Å, the levels relative to the undisplaced triplet are:

| Displacement | Levels (eV) |
|---|---|
| [001] | −0.1473, 0.0023, 0.1476 |
| +[111] | −0.0843, −0.0843, 0.1713 |
| −[111] | −0.1693, 0.0859, 0.0859 |

**Extract $D$ from [001], predict the first-order levels for [111], and compare. Estimate the second-order terms. Then treat the direction [123].**

*Model answer.* In the +[111] crystal the singlet lies above the doublet, so $D>0$. The [001] spread gives its size:

$$D=\frac{0.1476+0.1473}{2\times0.03}\ \mathrm{eV/Å}\approx4.92\ \mathrm{eV/Å},\qquad Du=0.1475\ \mathrm{eV}.$$

Raising the plane-wave cutoff to 272.1 eV changes $D$ by −0.005 eV/Å. That small change overstates the convergence: at 299 eV the change is −0.04 eV/Å, about 0.8% of $D$, and the outer [001] levels move by about 0.001 eV. A 32-point mesh at the original cutoff changes $D$ by −0.024 eV/Å, about 0.5%; meshes of 108 and 256 points change it by only −0.014 and −0.009 eV/Å, and cutoffs of 408 and 544 eV on the 16-point mesh change it by −0.03 and −0.04 eV/Å. The fourth decimals in the table therefore serve to compare levels computed with the same settings and are not converged values. A fair statement is $D\approx4.9$ eV/Å within this density functional and pseudopotential.

A positive [111] displacement stretches the bond along $\boldsymbol\tau$. The positive sign of $D$ therefore means that this stretching raises the singlet, which points along that bond, relative to the doublet.

The first-order prediction for +[111] is

$$\lambda_{\rm doublet}=-\frac{0.1475}{\sqrt3}=-0.085\ \mathrm{eV},\qquad
\lambda_{\rm singlet}=0.170\ \mathrm{eV}.$$

The computed levels differ from these by about 0.001 eV. Terms even in $u$ can be removed by combining the two signs of displacement. For the singlet, half the difference is $(0.1713+0.1693)/2=0.1703$ eV. For the doublet it is $(-0.0843-0.0859)/2=-0.0851$ eV. Both agree with the prediction to the printed 0.0001 eV. The mean singlet-doublet gap is 0.2554 eV, equal at this precision to $\sqrt3Du$.

Along [001] the two spacings are 0.1496 and 0.1453 eV. Their difference is $\delta=-0.0043$ eV, or 1.5% of the total spread. Doubling $u$ changes it to −0.0173 eV, close to four times as much, as a quadratic term requires. Hence

$$\beta-\alpha\approx\frac{-0.0043}{2(0.03)^2}\approx-2.4\ \mathrm{eV/Å^2}.$$

The middle level alone gives $\alpha\approx0.0023/(0.03)^2\approx2.6$ eV/Å²; raising the cutoff to 299 eV lowers it by about 0.1 eV/Å². This value depends on the chosen energy zero, the cell-averaged electrostatic potential: another choice could add the same quadratic shift to all three levels. Only the difference $\beta-\alpha$ is independent of that choice. With cutoffs from 272 to 544 eV and denser meshes it lies between −2.3 and −2.5 eV/Å², so its last digit is uncertain by about 0.1 eV/Å².

The direction [123] has no zero component and no two equal components, so it involves all three couplings with different weights. Here $\mathbf u=u(1,2,3)/\sqrt{14}$ and $Du/\sqrt{14}=0.0394$ eV, so

$$h_{YZ}=0.0394,\qquad h_{ZX}=0.0788,\qquad h_{XY}=0.1182\ \mathrm{eV}.$$

With $x=\lambda/(Du)$ the equation of part (b) becomes

$$x^3-x-\frac{12}{14^{3/2}}=0,\qquad \frac{12}{14^{3/2}}=0.2291.$$

Its roots are $x=-0.8557,\,-0.2435,\,1.0993$, which give $-0.1262$, $-0.0359$ and $0.1621$ eV. The self-consistent crystals with displacements $\pm\mathbf u$ can be compared with this. Reversal turns the first-order spectrum upside down, so the lowest level of one crystal is paired with the highest of the other, and half their difference is taken. The middle levels are paired with each other. The results are again −0.1262, −0.0359 and 0.1621 eV.

The matrix can also be compared element by element. Half the difference of the two computed Hamiltonians, projected on the undisplaced $X,Y,Z$, agrees with $h$ to 0.00002 eV in every element.

## (f) What a real crystal adds

**Take a rough spin-orbit splitting $\Delta=0.044$ eV and a rough optical frequency of 15.5 THz. How far do they disturb the picture at $u=0.03$ Å?**

*Model answer.* In the triplet the spin-orbit term is $(\Delta/3)\,\mathbf L\cdot\boldsymbol\sigma$, with $(L_k)_{ij}=-i\varepsilon_{ijk}$. Between real orbital states with unit vectors $\mathbf e$ and $\mathbf f$ its element is

$$-i(\Delta/3)(\mathbf e\times\mathbf f)\cdot\boldsymbol\sigma.$$

Along [001] the three orbital levels are separate. The diagonal element vanishes because $\mathbf e\times\mathbf e=0$, so there is no first-order effect. For two perpendicular states $[(\mathbf e\times\mathbf f)\cdot\boldsymbol\sigma]^2=1$. The top level is therefore pushed up at second order by

$$\left(\frac{\Delta}{3}\right)^2\left(\frac1{Du}+\frac1{2Du}\right)=(0.0147)^2\,\frac{3}{2\times0.1475}\approx0.002\ \mathrm{eV}.$$

The bottom level is pushed down equally, and the two pushes on the middle level cancel. Diagonalizing the six-state matrix, with first-order $h$, gives spin pairs at −0.1498, 0.0003 and 0.1495 eV. The nearly equal spacing survives.

Along [111] the orbital doublet is affected at first order. Its two states have $\mathbf e\times\mathbf f=\mathbf n$, the unit vector along [111]. Within the doublet $\mathbf L\cdot\boldsymbol\sigma$ reduces to $L_n\sigma_n$, with eigenvalues $\pm1$. The doublet splits by $2\Delta/3=0.029$ eV. For a positive displacement the six-state diagonalization gives pairs at −0.1014, −0.0705 and 0.1719 eV, a splitting of 0.031 eV. The small excess comes from coupling to the singlet above, which pushes the lowest pair further down. For a negative displacement the singlet lies below the doublet, and the same coupling reduces the splitting to 0.028 eV. The singlet-doublet pattern thus requires $\sqrt3Du\gg2\Delta/3$, and it is lost when $u$ becomes too small.

The chosen displacement has a realistic size. The relative motion of two atoms of mass $M$ has reduced mass $M/2$, so an oscillator of angular frequency $\omega$ at temperature $T$ has

$$\langle u_x^2\rangle=\frac{\hbar}{2(M/2)\omega}\coth\frac{\hbar\omega}{2k_BT}=\frac{\hbar}{M\omega}\coth\frac{\hbar\omega}{2k_BT}.$$

With $M=28.1$ atomic mass units the root-mean-square value per axis is 0.048 Å at 0 K and 0.052 Å at 300 K. This estimate treats cells as independent and assigns all the relative motion to the optical frequency at $\Gamma$. In the crystal part of that motion belongs to softer modes, chiefly acoustic ones, so the relative motion of neighbouring atoms is larger, especially at 300 K. A Keating valence-force model scaled to the same optical frequency gives about 0.06 Å at 0 K and 0.07 Å at 300 K. In a real crystal the motion is spread over many wavevectors, so a uniform displacement of this size is not its thermal state.

The frozen-nuclei assumption is a further limit. The phonon quantum is 0.064 eV, while the [001] spacing is about 0.15 eV. The electronic splitting is only about 2.3 times the quantum, so a hole in these states need not follow one level adiabatically as the atoms move. The levels above describe a static distortion. They also omit quasiparticle corrections to the density-functional energies, whose effect on $D$ is not estimated here.
